# Backward Vertical Waves and Zigzag Buckling of a Yukawa Dust Chain, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: forces and travelling waves

A line of charged dust grains floating above an electrode can mislead in two ways. If the vertical confinement is lowered too far, the line folds into a zigzag, and a measurement that assumes a straight row with one levitation height no longer describes the grains. If the line stays straight and a vertical wave runs along it, the crests move towards the place from which the energy comes. An observer who takes the motion of the crests for the motion of the energy puts the source at the wrong end. Both effects come from the same feature of the chain: repulsion between neighbours acts against vertical confinement.

### The chain and its assumptions

Identical grains of mass $M$ and charge $Q$ sit on a horizontal line at positions $na$, where $n$ is an integer. The algebra is in atomic units, so that $4\pi\varepsilon_0=1$. Each grain interacts with its two nearest neighbours through the Yukawa energy

$$U(r)=\frac{Q^2e^{-r/\lambda}}{r},\qquad \kappa=\frac a\lambda ,$$

where $\lambda$ is the screening length. The charge is constant and the forces between two grains are equal and opposite.

A single grain has an equilibrium height at which the electric force of the sheath balances its weight. Let $z_n$ be the displacement from this height. For small displacements the net external force is $-M\omega_v^2z_n$, which defines the vertical confinement frequency $\omega_v$. Gravity has already been used in fixing the equilibrium height and does not appear again.

In the straight chain each grain is pushed equally from left and right. The horizontal spacing is maintained by confinement at the ends, or by closing a long chain into a periodic ring.

### The force from one neighbour

Consider grain $n$ and one neighbour, with height difference $d=z_n-z_{n\pm1}$. Their distance is $r=\sqrt{a^2+d^2}$. The repulsive force has magnitude $-U'(r)$, where

$$-U'(r)=Q^2e^{-r/\lambda}\left(\frac1{r^2}+\frac1{\lambda r}\right)
=\frac{Q^2e^{-r/\lambda}(1+r/\lambda)}{r^2}.$$

Its vertical component is this magnitude times $d/r$. It is convenient to define

$$P(r)=-\frac{U'(r)}r=\frac{Q^2e^{-r/\lambda}(1+r/\lambda)}{r^3},$$

so that the vertical force on grain $n$ is $F_z=P(r)d$. It has the same sign as $d$: the higher grain is pushed further up and the lower one further down. The bond therefore acts as a spring of negative stiffness for vertical displacements.

Because $r=a+d^2/(2a)+\ldots$, the change of $P$ is of order $d^2$, and

$$F_z=P(a)d+O(d^3).$$

If the grains also move horizontally, $P$ changes in first order, but this change is multiplied by $d$. The result is a product of two displacements and drops out of the linear equation. Similarly, the horizontal force depends on height differences through $d^2$. Vertical and longitudinal motion are therefore independent in linear order.

### Equation of motion and dispersion

Define a frequency $\omega_t$ by

$$\omega_t^2=\frac{P(a)}M=\frac{Q^2e^{-\kappa}(1+\kappa)}{Ma^3}.$$

The confinement and the two neighbours give

$$\ddot z_n=-\omega_v^2z_n+\omega_t^2(z_n-z_{n-1})+\omega_t^2(z_n-z_{n+1}).$$

Take $z_n$ to be the real part of $Ae^{i(qn-\omega t)}$, with $q=ka$. The neighbours carry the factors $e^{-iq}$ and $e^{iq}$, so after division by the common exponential

$$-\omega^2=-\omega_v^2+\omega_t^2(2-e^{-iq}-e^{iq})
=-\omega_v^2+2\omega_t^2(1-\cos q).$$

Since $1-\cos q=2\sin^2(q/2)$, this is

$$\omega^2(q)=\omega_v^2-4\omega_t^2\sin^2\frac q2 .$$

At $q=0$ all grains rise together. No height difference arises, the neighbours exert no vertical force, and the frequency is $\omega_v$. At $q=\pi$ neighbours move in opposite directions. Each height difference is then twice the amplitude of a grain, and the repulsion weakens the confinement most. The frequency there is

$$\omega_\pi=\sqrt{\omega_v^2-4\omega_t^2}.$$

### A chain in numbers

Take grains of radius 4 µm and density 1.5 g/cm³, each carrying 15000 electrons. The spacing is 800 µm and the screening length 400 µm, so $\kappa=2$. These are round model values. In atomic units the mass is $4.414\times10^{17}$ and the spacing $1.512\times10^7$. With $\omega_0^2=Q^2/(Ma^3)$,

$$\omega_0=\sqrt{\frac{15000^2}{4.414\times10^{17}\,(1.512\times10^7)^3}}\ \text{atomic units}=15.88\ \text{rad/s}.$$

The screening factor is $e^{-2}(1+2)=0.406$, and

$$\omega_t=15.88\sqrt{0.406}=10.12\ \text{rad/s}.$$

Let the vertical confinement frequency be $\omega_v/2\pi=10$ Hz. The quantity $2\omega_t/2\pi$ is 3.22 Hz, and therefore

$$\frac{\omega_\pi}{2\pi}=\sqrt{10^2-3.22^2}=9.47\ \text{Hz}.$$

At $q=\pi/2$, where $\sin^2(q/2)=1/2$, the frequency is 9.74 Hz. The band is narrow because the repulsion is weak compared with this confinement.

### Group velocity

Differentiate the dispersion relation. The left side gives $2\omega\,d\omega/dq$. On the right, the derivative of $4\sin^2(q/2)=2(1-\cos q)$ is $2\sin q$. With $v_g=d\omega/dk=a\,d\omega/dq$,

$$v_g=-\frac{a\omega_t^2\sin q}{\omega}.$$

For $0<q<\pi$ and $\omega_v>2\omega_t$, both $\sin q$ and $\omega$ are positive, so $v_g$ is negative. The phase velocity $v_p=\omega/k=a\omega/q$ is positive. The wave is backward throughout this interval. For $-\pi<q<0$ both signs are reversed.

The statement uses wave numbers in the first zone, $-\pi<q\le\pi$. Adding $2\pi$ to $q$ leaves the displacements of the grains unchanged but assigns a different phase velocity to them. The group velocity has no such ambiguity.

For small $q$, the replacement $\sin(q/2)\simeq q/2$ gives

$$\omega\simeq\omega_v-\frac{\omega_t^2q^2}{2\omega_v},\qquad
v_g\simeq-\frac{a\omega_t^2q}{\omega_v}.$$

The long wave thus has a finite frequency but a small group velocity. The group velocity also vanishes at $q=\pi$ as long as $\omega_\pi>0$.

In the example at $q=\pi/2$, the phase velocity is 31.2 mm/s and the group velocity is

$$v_g=-\frac{0.800\times10.12^2}{2\pi\times9.74}\ \text{mm/s}=-1.34\ \text{mm/s}.$$

The formula was tested on an undamped ring of 300 grains. A wave packet centred on $q=1.2$, with a standard deviation of 25 spacings in its squared amplitude, moved backward at 0.9998 times the predicted velocity.

### The greatest group speed

The greatest speed follows from the two band-edge frequencies. Put $c=\cos q$ and write $\omega^2=A+Bc$, with

$$A=\omega_v^2-2\omega_t^2=\frac{\omega_v^2+\omega_\pi^2}2,\qquad
B=2\omega_t^2=\frac{\omega_v^2-\omega_\pi^2}2.$$

The squared group velocity is

$$v_g^2=\frac{a^2B^2}{4}\frac{1-c^2}{A+Bc}.$$

Setting its derivative with respect to $c$ to zero gives

$$-2c(A+Bc)-B(1-c^2)=0,\qquad Bc^2+2Ac+B=0.$$

The product of the two roots is 1, so one lies between $-1$ and $1$. Since $A^2-B^2=(A+B)(A-B)=\omega_v^2\omega_\pi^2$, that root is

$$c=\frac{-A+\omega_v\omega_\pi}{B}
=-\frac{(\omega_v-\omega_\pi)^2}{\omega_v^2-\omega_\pi^2}
=-\frac{\omega_v-\omega_\pi}{\omega_v+\omega_\pi}.$$

At this point $A+Bc=\omega_v\omega_\pi$ and

$$1-c^2=\frac{4\omega_v\omega_\pi}{(\omega_v+\omega_\pi)^2}.$$

Substitution gives $v_g^2=a^2B^2/(\omega_v+\omega_\pi)^2$, and hence

$$|v_g|_{\max}=\frac a2(\omega_v-\omega_\pi).$$

This is a maximum because $v_g^2$ is zero at both ends of the interval and positive between them. For the example it lies at $q=1.60$ and equals 1.34 mm/s. The value at $q=\pi/2$ agrees with it to the digits given because the band is narrow.

### Where the energy comes from

Gas drag selects the physical wave produced by a source. Add $-\gamma\dot z_n$ to the acceleration and drive one grain at a real frequency $\omega$. With the time factor $e^{-i\omega t}$, the wave away from the source obeys

$$\omega^2+i\gamma\omega=\omega_v^2-2\omega_t^2(1-\cos q).$$

Let $\Omega(q)$ now denote the undamped dispersion, and let $q_0$ be a real root of $\Omega(q_0)=\omega$. For weak drag, put $q=q_0+\delta q$. The linear change of the right side is $2\omega(d\Omega/dq)\delta q$, so

$$\delta q=\frac{i\gamma}{2\,d\Omega/dq}=\frac{i\gamma a}{2v_g}.$$

To the right of the source the amplitude must decay with increasing $n$. This requires a positive imaginary part of $q$, hence $v_g>0$. The corresponding $q_0$ is negative, and the crests move left, towards the source. The amplitude falls by a factor $e$ over the distance $2|v_g|/\gamma$. The expansion fails near the band edges, where $v_g$ vanishes.

The drag rate can be estimated when the gas molecules have a mean free path much longer than the grain radius $R$. Let the gas density be $\rho$ and let molecules reflect like light from a mirror. On a surface element moving into the gas at normal speed $u_n$, the pressure is

$$p(u_n)=2\rho\int_0^\infty w^2f(w-u_n)\,dw ,$$

where $f$ is the one-dimensional thermal velocity distribution. Differentiation at $u_n=0$ and integration by parts give $p'(0)=4\rho\int_0^\infty wf(w)\,dw$. The remaining integral is $\bar v/4$, where $\bar v$ is the mean molecular speed, so $p'(0)=\rho\bar v$. For a sphere moving at speed $u$, $u_n=u\cos\theta$, and the force along the motion takes another factor $\cos\theta$:

$$F=\rho\bar v u\int\cos^2\theta\,dS=\frac{4\pi}{3}R^2\rho\bar v u,\qquad
\gamma=\frac{4\pi R^2\rho\bar v}{3M}.$$

For argon at 5 mTorr and 300 K this gives $\gamma=0.71$ s⁻¹. Mirror reflection is the low-drag case: if the molecules are re-emitted diffusely at the gas temperature, the rate is larger by the factor $1+\pi/8$, or 0.99 s⁻¹. The mirror value is used below. At the frequency of $q=\pi/2$ the weak-drag formula predicts a decay length of 4.72 spacings.

At this frequency the damped equation can also be solved without expansion. It becomes $\cos q=i\gamma\omega/(2\omega_t^2)$. Setting $q=-\pi/2+i\eta$ gives $\cos q=i\sinh\eta$, so $\sinh\eta=\gamma\omega/(2\omega_t^2)$. Since $\eta<\sinh\eta$ for positive $\eta$, the true decay is slightly slower than the expansion says. A direct solution for 301 grains driven at the centre gave a phase step of $-1.571$ rad per grain away from the source and a decay length of 4.75 spacings. The phase ran inward and the amplitude decayed outward.

### The loss of stability

The smallest value of $\omega^2(q)$ is at $q=\pi$. All small vertical waves are stable if it is positive, which gives

$$\omega_v>\omega_{\min}=2\omega_t,\qquad
\omega_{\min}^2=\frac{4Q^2e^{-\kappa}(1+\kappa)}{Ma^3}.$$

With drag, a mode varying as $e^{st}$ satisfies $s^2+\gamma s+\omega^2(q)=0$. If $\omega^2>0$ and $\gamma>0$, both roots have negative real parts. If $\omega^2<0$, one root is positive. Drag therefore leaves the threshold where it was. Below threshold the zigzag grows fastest, at the rate

$$s=-\frac\gamma2+\sqrt{\frac{\gamma^2}{4}+\omega_{\min}^2-\omega_v^2}.$$

The example has a minimum frequency of 3.22 Hz. If its confinement is lowered from 10 Hz to 3 Hz while the charge, screening and spacing are held fixed, the growth rate is 7.0 s⁻¹. The linear equation does not tell whether this growth stops, or whether the straight chain survives at the threshold itself.

## Second derivation: energy, its flow and the buckled chain

The symbols remain as follows. Grains of mass $M$ and charge $Q$ have spacing $a$, screening length $\lambda$ and $\kappa=a/\lambda$. The height of grain $n$ is $z_n$, and $q=ka$ is the phase step. One grain alone has vertical frequency $\omega_v$. The Yukawa energy is $U(r)$, with $P(r)=-U'(r)/r$ and $\omega_t^2=P(a)/M$. The force derivation gave $\omega^2=\omega_v^2-4\omega_t^2\sin^2(q/2)$, the group velocity $v_g=-a\omega_t^2\sin q/\omega$, and the threshold $\omega_{\min}=2\omega_t$. The frequency at $q=\pi$ is $\omega_\pi$, and $\gamma$ is the drag rate.

The second derivation starts again from the energy, without the linear equation of motion. Drag is absent, and the grains stay at their horizontal positions. The chain is a ring with an even number $N$ of grains, so that a zigzag fits into it.

### Modes from the quadratic energy

Let $d_n=z_{n+1}-z_n$. The bond length is $r_n=\sqrt{a^2+d_n^2}=a+d_n^2/(2a)+\ldots$, and therefore

$$U(r_n)=U(a)+\frac{U'(a)}{2a}d_n^2+\ldots
=U(a)-\frac12M\omega_t^2d_n^2+\ldots .$$

To second order, and apart from the constant $NU(a)$, the total energy is

$$E=\frac M2\sum_n\left(\dot z_n^2+\omega_v^2z_n^2-\omega_t^2d_n^2\right).$$

Write $z_n=N^{-1/2}\sum_q Z_qe^{iqn}$, with the values of $q$ allowed by the ring. Orthogonality of the exponentials gives $\sum_n z_n^2=\sum_q|Z_q|^2$. A height difference multiplies $Z_q$ by $e^{iq}-1$, whose squared magnitude is $2-2\cos q=4\sin^2(q/2)$. Hence

$$E=\frac M2\sum_q\left[|\dot Z_q|^2+
\left(\omega_v^2-4\omega_t^2\sin^2\frac q2\right)|Z_q|^2\right].$$

The heights are real, so $Z_{-q}=Z_q^*$, and the terms for $q$ and $-q$ are equal. For $0<q<\pi$ their sum is the energy of two independent oscillators, the real and imaginary parts of $\sqrt2\,Z_q$. The values $q=0$ and $q=\pi$ give one oscillator each. In every case the bracket is the squared frequency. This is the same dispersion relation.

As a test, the second derivatives of the full Yukawa energy were formed by finite differences for a ring of eight grains. Their eigenvalues agreed with the formula to within $6.3\times10^{-7}$ in units of $M\omega_0^2$, where $\omega_0^2=Q^2/(Ma^3)$.

Forces and the quadratic energy have given the same dispersion relation, with backward vertical waves and a stability threshold at $\omega_v=2\omega_t$. It remains to follow the flow of energy, to find what the chain does at large displacements and below the threshold, and to examine the limits of the model.

Numerical values quoted here were computed with a short program.
